Which energy do forces in smeared calculations belong to?

**Question**

I am relaxing a metal with Fermi–Dirac smearing. At each geometry I get an internal energy E, a free energy F = E − σS, and an energy extrapolated to zero width, E0 = (E + F)/2. I took the forces to be gradients of E0, since that is the energy I want in the end. But when the forces have vanished, a small further displacement still lowers E0. In molecular dynamics, kinetic energy plus E0 oscillates, and a smaller time step does not help. Are the forces wrong, is my k-mesh too coarse, or am I differentiating the wrong energy?

**Answer**

You are differentiating the wrong energy. At fixed electron number, k-mesh, smearing scheme and width σ, the self-consistent Hellmann–Feynman force is minus the gradient of F. E0 can still be the better estimate of the zero-width energy, but its gradient contains a term which that force lacks.

**Why the force belongs to F**

Let R be a nuclear coordinate, ρ the density matrix, w the k-point weights (with sum 1), and ε and f the levels and their occupations. Sums run over k-points and bands, and the factor 2 is for spin. Define

x = (ε − μ)/σ
N = 2 Σ w f
S = 2 Σ w s(f)

Here σ is an energy and S is dimensionless. For Fermi–Dirac smearing, f = 1/(eˣ + 1) and s = −f ln f − (1 − f) ln(1 − f), so

ds/df = ln[(1 − f)/f] = x.

Other schemes define a generalized entropy with the same property, ds = x df. For Gaussian smearing, f = erfc(x)/2 and s = exp(−x²)/(2√π). Then df/dx = −exp(−x²)/√π and ds/dx = −x exp(−x²)/√π, which is x df/dx.

Now move the nucleus by dR and let the electrons become self-consistent again. With h = ∂E/∂ρ the self-consistent Hamiltonian,

dE = (∂E/∂R)_ρ dR + 2 Σ w Tr(h dρ).

At each k-point ρ is the sum of f |ψ⟩⟨ψ| over bands, so dρ has a part from df and a part from dψ. Since hψ = εψ, the second part contributes

f ε (⟨dψ|ψ⟩ + ⟨ψ|dψ⟩) = f ε d⟨ψ|ψ⟩ = 0,

because the orbitals stay normalized. This assumes an orthonormal basis that does not change with R. In a basis that moves with the atoms, the R-dependent overlap adds Pulay terms, which must be included in the force. What remains is

dE = (∂E/∂R)_ρ dR + 2 Σ w ε df.

The entropy changes by

σ dS = 2 Σ w σx df = 2 Σ w (ε − μ) df = 2 Σ w ε df,

where the last step uses dN = 2 Σ w df = 0. Subtracting, the occupation terms cancel:

dF = dE − σ dS = (∂E/∂R)_ρ dR.

The Hellmann–Feynman force Φ = −(∂E/∂R)_ρ is therefore −dF/dR. No step assumed a dense k-mesh.

**What E0 adds**

First, why the extrapolation works. At fixed R, the same cancellation gives dE = σ dS when σ is varied, so

dF = dE − σ dS − S dσ = −S dσ, or dF/dσ = −S.

For a converged mesh with a density of states g that is smooth around μ on the scale of σ,

S = σ ∫ g(μ + σx) s(x) dx = σ g(μ) M + O(σ³), with M = ∫ s dx.

The σ² term is absent because s is even in x for the Fermi–Dirac, Gaussian and Methfessel–Paxton schemes treated here. (For Marzari–Vanderbilt cold smearing s is not even and M = 0, so S starts at σ² and the power p below is 3.) M is π²/3 for Fermi–Dirac and 1/2 for Gaussian smearing. Self-consistent shifts of the levels do not alter this leading term: f minus the sharp step is odd in x, so the density changes only at order σ². Integrating dF/dσ = −S gives F = E(0) + cσ² + O(σ⁴), with c = −gM/2.

For first-order Methfessel–Paxton smearing, s = (1 − 2x²) exp(−x²)/(4√π). Its integral M vanishes, so S starts at σ³ and F deviates at σ⁴. In general, with leading power p,

F ≈ E(0) + cσᵖ
σS = −σ dF/dσ ≈ −pcσᵖ
E0 = F + σS/p ≈ E(0).

For p = 2 this is your (E + F)/2; for first-order Methfessel–Paxton, p = 4. Differentiating E0 with respect to R gives

−dE0/dR = Φ − (σ/p) dS/dR.

The last term requires the response of the occupations to the displacement, which Φ does not contain.

**A metallic example**

Take a ladder of AB dimers with one dimer per cell and rung length R (called d in the numerical output). The Hamiltonian is

h(k) = −2 t_L cos k + [[D, −t], [−t, −D]]
t = t_R exp[−β(R − R₀)]
D = Δ + Um/2, m = n_A − n_B,

and D is found self-consistently. The energy contains the hopping and site terms, the charging energy U(n_A² + n_B²)/2, and a repulsion B exp[−κ(R − R₀)]. If b = 2 Σ w Re ρ_AB is the rung bond order (the sum is over k), the rung energy is −2tb. Since dt/dR = −βt, differentiating at fixed ρ gives

Φ = −2βtb + κB exp[−κ(R − R₀)].

The parameters are t_L = t_R = 1 eV, R₀ = 2.5 Å, β = 1.5 Å⁻¹, Δ = 0.3 eV, U = 1 eV, B = 0.2 eV and κ = 5 Å⁻¹, with 1.8 electrons per cell and Fermi–Dirac smearing of σ = 0.1 eV.

At R = 2.6 Å on 400 k-points, Φ = −0.14134 eV/Å, and numerical differentiation of F gives the same value. The entropy term is σ dS/dR = −0.01063 eV/Å, so

−dE0/dR = −0.14134 + 0.01063/2 = −0.13602 eV/Å,

as direct differentiation of E0 confirms. To leading order S is proportional to g(μ), so the negative sign means that stretching the rung lowers the density of states at the Fermi level.

The zero-width reference, integrated between sharp Fermi points, has energy −1.84911 eV and force −0.13645 eV/Å. F lies 12 meV below that energy, and E0 only 0.12 meV above it. The force Φ differs from the zero-width force by 0.0049 eV/Å, or 3.6% of the latter; −dE0/dR differs by 0.0004 eV/Å. So Φ is the correct gradient of F, but a less accurate estimate of the zero-width force.

**Is the k-mesh to blame?**

With only 6 k-points, shifted half a step off k = 0 like all meshes here, Φ and −dF/dR still agree, at −0.273 eV/Å. That is 1.9 times the 400-point value at the same width, −0.141 eV/Å; a 6-point mesh that contains k = 0 even reverses the sign, to +0.131 eV/Å. Agreement between force and gradient is a test of consistency, not of sampling. On the shifted 6-point mesh −dE0/dR is −0.295 eV/Å, even farther from the zero-width reference. Extrapolating in σ cannot repair a mesh that is too coarse for the width: it assumes a density of states that is smooth on the scale of σ, which a few widely spaced levels do not supply. Once the mesh is converged at the chosen width, E0 estimates the zero-width energy of the fully sampled metal, not the σ → 0 limit of that mesh.

**What is minimized**

At fixed R, F is stationary with respect to orbitals and occupations at constant N. For Fermi–Dirac and Gaussian smearing, d²s/df² = dx/df < 0, so −σS is convex. In this model with U ≥ 0, E is linear plus convex quadratic in the density matrix, so the stationary point is the global minimum. A general density functional need not be convex, and that conclusion does not carry over automatically. For first-order Methfessel–Paxton,

df/dx = −(3/2 − x²) exp(−x²)/√π,

which changes sign at x² = 3/2. There, stationarity is what the argument guarantees, and it suffices for the force.

For p = 2, E0 corresponds to the functional E − (σ/2)S. For Fermi–Dirac smearing this is the free-energy functional of width σ/2, and its minimum is F(σ/2), reached with the occupations of that smaller width. In the example F(σ/2) = −1.8521 eV, below E0(σ) = −1.8490 eV.

The difference shows when the density matrix is rebuilt from the self-consistent Hamiltonian multiplied by 1.05 or 0.95, which sharpens or softens the occupations. On a 24-point mesh, F rises in both cases, by 27 and 34 μeV. E0 changes by −549 and +682 μeV: it has a slope there, not a minimum.

**Your relaxation**

As a function of R, E0 does have a minimum, but at another geometry. In the example Φ vanishes at 2.4868 Å, which is also the minimum of F. E0 is lowest at 2.4915 Å, where a force of −0.0089 eV/Å remains. The zero-width minimum is at 2.4911 Å, so here the minimum of E0 is the better zero-width geometry, though a relaxation driven by Φ does not stop there. A line search that combines E0 with Φ receives contradictory information; one that uses F does not.

**Your dynamics**

Let K = MṘ²/2 be the kinetic energy, where M now denotes the mass attached to the coordinate R, not the integral of s used above. With MR̈ = Φ = −dF/dR and the electrons self-consistent at fixed σ,

d(K + F)/dt = Ṙ(MR̈ + dF/dR) = 0
d(K + E0)/dt = (σ/p) dS/dt.

Thus K + E0 follows the entropy along the trajectory. It is conserved too if S stays constant, but not in general.

Let the rung vibrate with reduced mass 10 u, released at rest 0.15 Å beyond the minimum of F. Over a 300 fs run, about two periods, the spread (maximum minus minimum) of K + F is 0.0094 meV with a 1 fs step and 0.0023 meV with 0.5 fs. The factor of four is that of a second-order integrator. The spread of K + E0 stays at 2.31 meV for both steps, about 15% of the largest kinetic energy, 14.9 meV. This is the oscillation you see, and it is not an integration error.

**When the distinction matters less, and what to do**

In an insulator with a gap much larger than σ, and μ well inside it, the occupations are nearly 0 or 1 and S is negligible. With two electrons per cell and R = 1.5 Å, the model has a gap of 4.98 eV, and Φ and −dE0/dR agree within 10⁻⁶ eV/Å.

In a metal, use F for line searches, for finite-difference checks of forces and for the conserved energy. The work done by Φ along a path likewise gives a difference of F, not of E0. Use E0 to estimate zero-width energy differences, after converging the mesh.

If you need zero-width forces, there are three routes:

- Reduce σ and refine the mesh with it. In the example, the gap between Φ and −dE0/dR falls from 0.0229 to 0.0053 to 0.0012 eV/Å as σ goes from 0.2 to 0.1 to 0.05 eV, by factors of 4.3 and 4.5, roughly the factor of 4 of the leading σ² law, which is approached closely only at smaller widths.

- Use a scheme with larger p. First-order Methfessel–Paxton at σ = 0.2 eV gives Φ = −0.13636 eV/Å, within 0.0001 eV/Å of the zero-width force. Equal σ does not mean equal broadening in different schemes, so test the width for each one.

- Combine two widths. For p = 2, Φ(σ) ≈ Φ(0) + aσ² and Φ(σ/2) ≈ Φ(0) + aσ²/4. Four times the second minus the first removes a and leaves 3Φ(0):

Φ(0) ≈ [4Φ(σ/2) − Φ(σ)]/3 = [4(−0.13760) + 0.14134]/3 = −0.1364 eV/Å.

This also agrees with the reference to about 0.0001 eV/Å. It needs a converged mesh at the smaller width and no sharp feature of the density of states near μ.

If the electronic temperature is physical (Fermi–Dirac smearing with σ = k_BT), none of these corrections is wanted: F at that temperature is then the energy surface on which the nuclei move, within the approximation that the electrons stay in equilibrium. The full set of values is in the numerical output below.

Calculated quantities

```
Model: ladder of AB dimers, energies per cell
leg hopping 1.0 eV, rung hopping 1.0 eV at 2.5 A
rung decay 1.5 1/A, repulsion 0.2 eV, its decay 5.0 1/A
site splitting DELTA 0.3 eV, charging U 1.0 eV
electrons per cell 1.8, main width 0.1 eV (Fermi-Dirac)
At d = 2.6 A, 400 k-points:
  E  = -1.836810 eV,  width*S = 0.024358 eV
  F  = -1.861169 eV,  E0 = -1.848990 eV
  zero-width energy = -1.849111 eV
  charge difference n_A - n_B = -0.15107
  Hellmann-Feynman force = -0.141339 eV/A
  -dF/dd  = -0.141339 eV/A
  -dE0/dd = -0.136025 eV/A
  -dE/dd  = -0.130710 eV/A
  width*dS/dd = -0.010630 eV/A
  same from occupation response = -0.010630 eV/A
  zero-width force = -0.136446 eV/A
  force at half width = -0.137598 eV/A
  two-width combination = -0.136350 eV/A
Scheme, width (eV), k-points: force, -dF/dd, -dE0/dd (eV/A)
  FD    0.05 400: -0.137598 -0.137598 -0.136427
  FD    0.20 400: -0.158732 -0.158732 -0.135796
  FD    0.10   6: -0.273084 -0.273084 -0.294562
  Gauss 0.20 400: -0.139278 -0.139278 -0.136364
  MP1   0.20 400: -0.136358 -0.136358 -0.136455
Error ratio when the width is halved (no unit):
  FD: F 4.01, E0 17.25;  MP1: F 16.22
Change when occupations are sharpened / softened by 5 % (24 k-points):
  F : +27.44 / +34.27 micro-eV
  E0: -548.77 / +682.01 micro-eV
F at half width = -1.852105 eV, below E0 at full width
Bond lengths (A):
  force vanishes 2.48684, minimum of F 2.48684
  minimum of E0 2.49152, zero-width minimum 2.49110
  force left at the minimum of E0: -0.008927 eV/A
Vibration, reduced mass 10.0 u, 300 fs, steps 1.0 / 0.5 fs:
  d runs from 2.3792 to 2.6368 A
  largest kinetic energy 14.928 meV
  max-min of K+F : 0.00935 / 0.00234 meV
  max-min of K+E0: 2.31323 / 2.31089 meV
  max-min of K+E : 4.62346 / 4.62104 meV
Gapped case, 2 electrons, d = 1.5 A: gap 4.977 eV
  |force + dE0/dd| below 1e-6 eV/A: True
```
